# Isothermal Solidification Time in Transient Liquid Phase Bonding

**Q.** You put a thin foil between two pieces of metal, heat the stack until a liquid forms, hold the temperature, and claim that the liquid freezes. Why should anything freeze without cooling?

**A.** Because its composition is under attack. Let the pieces to be joined be metal A and let the foil supply a solute B that lowers the melting point of A. At the bonding temperature, below the melting point of A, a liquid can coexist with solid A at one pair of compositions: the liquidus value in the liquid and the smaller solidus value in the solid. Solute diffuses from the interface into the solid. The liquid, having less solute to share out, cannot become more dilute and remain in equilibrium, so it keeps its composition and shrinks. The time sought runs from the moment the liquid has reached its greatest width to the moment it vanishes.

I assume a planar, symmetric joint, local equilibrium at both interfaces, a uniform liquid, a constant interdiffusion coefficient $D$ in the solid, and base pieces thick enough to count as semi-infinite. Lengths are in µm and times in s.

**Q.** "Less solute" measured how? Atoms of B and A differ in size, so a solute balance written in atom fractions times thicknesses looks suspicious.

**A.** It would be wrong here. I use the volume fraction $c$ of solute. If the partial molar volumes $V_A$ and $V_B$ are constant, the volume belonging to B is proportional to the number of B atoms, so it is conserved, and mixing leaves the total volume unchanged. An atom fraction $x$ converts as

$$c=\frac{xV_B}{xV_B+(1-x)V_A}.$$

A foil of pure B has $c=1$. The liquid is measured by the volume its atoms would occupy in the solid. Expansion on melting then changes the visible gap and shifts the two solids rigidly, but leaves the balances intact.

Let $c_L$ be the fraction in the liquid, $c_s$ that in the solid at the interface, $c_0$ that in the original base and $c_F$ that in the foil, with $c_0<c_s<c_L<c_F$.

**Q.** The foil has thickness $W_0$, but the liquid need not. How wide is it?

**A.** The foil is too rich in solute, so the liquid dissolves base metal until its composition falls to $c_L$. If little solute enters the solid during this short stage, a liquid of width $W$ contains the foil and a thickness $W-W_0$ of base:

$$c_LW=c_FW_0+c_0(W-W_0).$$

Subtracting $c_0W$ from both sides gives

$$(c_L-c_0)W=(c_F-c_0)W_0 .$$

This is the excess of solute over the base level, per unit area of joint. The solids must absorb it.

**Q.** How fast can a solid absorb solute if its surface is held at $c_s$?

**A.** Take a fixed surface at $x=0$ and solid at $x>0$. No length is given in the problem, so try $c=f(\eta)$ with $\eta=x/(2\sqrt{Dt})$. Then

$$\frac{\partial c}{\partial t}=-\frac{\eta}{2t}f',\qquad D\frac{\partial^2c}{\partial x^2}=\frac{1}{4t}f'',$$

and the diffusion equation becomes $f''=-2\eta f'$. Hence $f'\propto e^{-\eta^2}$, and the solution that tends to $c_0$ far away is $f=c_0+B\,\mathrm{erfc}\,\eta$. The surface value fixes $B=c_s-c_0$. Since $d\,\mathrm{erfc}\,\eta/d\eta=-(2/\sqrt\pi)e^{-\eta^2}$, the flux into the solid is

$$-D\frac{\partial c}{\partial x}\bigg|_{0}=D(c_s-c_0)\frac{2}{\sqrt\pi}\frac{1}{2\sqrt{Dt}}=(c_s-c_0)\sqrt{\frac{D}{\pi t}} .$$

Integrating from $0$ to $t$, with $\int_0^t t'^{-1/2}dt'=2\sqrt t$, gives the uptake per side

$$M=2(c_s-c_0)\sqrt{\frac{Dt}{\pi}} .$$

For $c_s-c_0=1$ and $Dt=1$ this is $2/\sqrt\pi=1.1284$; a finite-difference solution of the diffusion equation also gives 1.1284.

**Q.** Then the solidification time follows by equating uptake and excess?

**A.** An estimate follows. When the liquid has gone, the two solids meet at the centre of the joint. Suppose that their surfaces had been there from the start. Both sides together must take up the whole excess:

$$4(c_s-c_0)\sqrt{\frac{Dt_A}{\pi}}=(c_L-c_0)W .$$

Squaring, and writing

$$k=\frac{c_s-c_0}{c_L-c_0},$$

we obtain

$$t_A=\frac{\pi W^2}{16Dk^2}=\frac{\pi}{16D}\left[\frac{(c_F-c_0)W_0}{c_s-c_0}\right]^2 .$$

The second form uses the widening balance. The liquidus composition has dropped out: a more dilute liquid is wider, but carries the same excess.

**Q.** But the surfaces were not at the centre from the start. They began a distance $W/2$ away. I could equally well leave each surface at its starting place.

**A.** You could, and the answer would differ. When liquid of composition $c_L$ turns into solid of composition $c_s$, it releases $c_L-c_s$ per unit volume. Each side must then absorb $(c_L-c_s)W/2$ through a surface held at the original contact plane:

$$2(c_s-c_0)\sqrt{\frac{Dt_B}{\pi}}=\frac{(c_L-c_s)W}{2}.$$

Because $c_L-c_s=(c_L-c_0)-(c_s-c_0)=(c_L-c_0)(1-k)$, this gives $t_B=(1-k)^2t_A$. The two estimates agree when $k\ll1$. Otherwise the motion of the interface has to be treated.

**Q.** Can that be done without another guess?

**A.** Yes, within the stated assumptions. Put $x=0$ at the initial interface of the right-hand solid, which now occupies $x>s(t)$ and grows to the left. Try

$$s=-2\lambda\sqrt{Dt},\qquad \lambda>0 .$$

The interface then sits at the fixed value $\eta=-\lambda$, so the earlier solution still serves, with a new constant. The condition $c=c_s$ at $\eta=-\lambda$, and $\mathrm{erfc}(-\lambda)=1+\mathrm{erf}\,\lambda$, give

$$c=c_0+(c_s-c_0)\frac{\mathrm{erfc}\,[x/(2\sqrt{Dt})]}{1+\mathrm{erf}\,\lambda}.$$

The liquid is uniform and carries no diffusion flux. The solute released at the front must therefore leave through the solid:

$$(c_L-c_s)\left|\frac{ds}{dt}\right|=-D\frac{\partial c}{\partial x}\bigg|_{s}.$$

On the left $|ds/dt|=\lambda\sqrt{D/t}$. On the right the derivative of erfc brings a factor $e^{-\lambda^2}$. Thus

$$(c_L-c_s)\lambda\sqrt{\frac Dt}=(c_s-c_0)\frac{e^{-\lambda^2}}{1+\mathrm{erf}\,\lambda}\sqrt{\frac{D}{\pi t}} .$$

The time cancels, which confirms the trial form. Rearranged,

$$\sqrt\pi\,\lambda\,g(\lambda)=\frac{c_s-c_0}{c_L-c_s}=\frac{k}{1-k},\qquad g(\lambda)=e^{\lambda^2}(1+\mathrm{erf}\,\lambda).$$

The left side rises steadily from zero to infinity, so there is one root for each $0<k<1$. The liquid vanishes when $|s|=W/2$, that is, when $2\lambda\sqrt{Dt}=W/2$:

$$t=\frac{W^2}{16\lambda^2D}.$$

Since $|s|\propto\sqrt t$, half of the liquid has gone after a quarter of this time.

**Q.** You assumed a similarity form and found it consistent. I would like evidence that a liquid layer left to itself behaves so.

**A.** Divide half the joint into cells, 80 of them across the half-width of the liquid, and record the solute in each. A cell richer than $c_s$ still contains liquid and presents the value $c_s$ to its neighbours; solute passes between cells by Fick's law. Neither the error function nor a separate equation for the front enters.

With $c_0=0$, $c_s=0.0783$ and $c_L=0.2360$, the last liquid disappears at 5.369 in units of $(W/2)^2/D$. The formula gives 5.370. Half of the liquid has gone at 0.2499 of the total time. With solute already in the base, $c_0=0.05$, $c_s=0.20$, $c_L=0.65$, and 40 cells across the half-width, the calculation gives 10.240 and the formula 10.245.

**Q.** Where does the true time of the model lie relative to your two estimates?

**A.** Between them. For the lower bound, insert $k/(1-k)=\sqrt\pi\lambda g$ into $t_B$:

$$\frac{t}{t_B}=\frac{1}{\pi\lambda^2}\left(\frac{k}{1-k}\right)^2=g^2>1 .$$

The reason is visible in the flux: at a given time it is smaller by the factor $1/g$ than at a fixed surface. The front retreats from the solute it has delivered, and this flattens the gradient.

For the upper bound write $q=\sqrt\pi\lambda$. Then $k=qg/(1+qg)$, and

$$\sqrt{\frac{t}{t_A}}=\frac kq=\frac{g}{1+qg}.$$

This is below one if $F=g(1-q)<1$. For $q\ge1$ that is evident, because $F\le0$. For $0<q<1$ use $g'=2\lambda g+2/\sqrt\pi$:

$$F'=2\lambda(1-q)g+\frac{2}{\sqrt\pi}(1-q)-\sqrt\pi\,g .$$

Here $2\lambda(1-q)=(2/\sqrt\pi)q(1-q)\le1/(2\sqrt\pi)$, and the middle term is less than $2g/\sqrt\pi$ since $g>1$. Therefore

$$F'<\frac{g}{\sqrt\pi}\left(\frac12+2-\pi\right)<0 .$$

As $F(0)=1$, $F$ stays below one. Hence $t_B<t<t_A$ for $0<k<1$.

**Q.** So when may I use the simple $t_A$?

**A.** When $k$ is small. Then $g=1+2\lambda/\sqrt\pi+O(\lambda^2)=1+2q/\pi+O(q^2)$, and the equation for the root reads

$$q+\frac{2}{\pi}q^2=k+k^2+O(k^3),\qquad q=k+\left(1-\frac2\pi\right)k^2+O(k^3).$$

With $t/t_A=k^2/q^2$,

$$\frac{t}{t_A}=1-\left(2-\frac4\pi\right)k+O(k^2)\approx1-0.727\,k .$$

At $k=0.1$ the true time of the model is thus about 7 % shorter than $t_A$.

The opposite limit, $k\to1$ at fixed $W$, is different in kind. The liquid then needs to lose almost no solute to become solid. For large $\lambda$, $g\approx2e^{\lambda^2}$, so to leading logarithm $\lambda^2\approx\ln[1/(1-k)]$ and

$$t\approx\frac{W^2}{16D\ln[1/(1-k)]} .$$

This tends slowly to zero, while $t_A$ tends to $\pi W^2/(16D)$. The logarithmic form is itself approached slowly: at $1-k=10^{-3}$ the time is still about 1.4 times the value it gives.

**Q.** Give me a joint with numbers.

**A.** Take silver pieces and a pure copper foil with $W_0=5.0$ µm at 1093 K. Rough typical inputs are $D=0.070$ µm²/s and copper atom fractions of 0.11 at the solidus and 0.31 at the liquidus. With lattice constants set to 0.409 nm and 0.361 nm as inputs, and four atoms per cubic cell, the molar volumes are 10.30 and 7.08 cm³/mol for silver and copper. Then

$$c_s=\frac{0.11\times7.08}{0.11\times7.08+0.89\times10.30}=0.0783,$$

and likewise $c_L=0.2360$. With $c_0=0$ and $c_F=1$, $W=5.0/0.2360\approx21.2$ µm and $k=0.332$. The simple estimate is

$$t_A=\frac{\pi(5.0)^2}{16(0.070)(0.0783)^2}\ \mathrm{s}\approx1.14\times10^4\ \mathrm{s}\approx3.2\ \mathrm{h}.$$

The root for $k/(1-k)=0.497$ is $\lambda=0.2158$, so

$$t=\frac{(21.2)^2}{16(0.2158)^2(0.070)}\ \mathrm{s}\approx8.6\times10^3\ \mathrm{s}\approx2.4\ \mathrm{h}.$$

The contact-plane estimate is $t_B\approx5.1\times10^3$ s. Thus $t/t_A=0.753$; the first-order expansion gives 0.759. A foil twice as thick, with all else fixed, needs four times as long, about $3.4\times10^4$ s.

Your worry about atom fractions was justified. Putting 0.11 in place of 0.0783 in $t_A$ gives about $5.8\times10^3$ s, roughly half the proper estimate, because a given thickness of copper holds more atoms than the same thickness of silver.

**Q.** "Semi-infinite" silver does not exist. How thin may the pieces be?

**A.** Complete solidification requires that the solute, spread evenly, should not exceed $c_s$. For a base of thickness $b$ on each side, with sealed outer faces, $c_0=0$ and $c_F=1$,

$$\frac{W_0/2}{W_0/2+b}<c_s\quad\Longrightarrow\quad b>\frac{W_0}{2}\left(\frac1{c_s}-1\right)=29.4\ \text{µm}.$$

At equality the approach takes unlimited time. In the cell calculation, a half-joint 1.10 times as long as the least value solidifies in about 1.4 times the semi-infinite time. One of 0.95 times that length still holds liquid at 60 units of $(W/2)^2/D$. The semi-infinite result is safe for bases several times thicker than the diffusion length $2\sqrt{Dt}\approx49$ µm; pieces half a millimetre thick meet this condition.

**Q.** And how far should I trust 2.4 hours for a real silver–copper joint?

**A.** As an estimate of scale. The system is a real one: silver and copper form a liquid on contact above their eutectic temperature, well below either melting point. The foil chosen is thin, and the quadratic law makes thicker foils costly. With thick pieces, constant $D$ is the assumption whose failure moves the number most among the cases sized here. If $D$ doubles linearly with $c$ from the pure base to the interface, with its base value and the solubilities held fixed, the cell calculation multiplies the time by 0.604, giving about 5200 s. The doubling is an assumed size, not a measured one, and even its sign is not settled: silver and copper tend to unmix, which lowers the thermodynamic factor near the solidus, and if $D$ instead fell linearly to half its base value the time would grow by a factor of 1.5, to about 12 900 s. The rough solidus input matters too: 0.10 or 0.12 in place of 0.11, with the liquidus fixed, multiplies the time by 1.26 or 0.81.

**Q.** Grain boundaries offer a faster path. Do they matter?

**A.** For columnar grains of square section $d$ and boundary width $\delta$, boundaries occupy a fraction $2\delta/d$ of the area. With $\delta=0.5$ nm, $d=50$ µm and a rough diffusivity ratio of $10^4$, parallel paths raise the effective $D$ by

$$\frac{2(0.5\times10^{-3})}{50}\times10^4=20\ \%,$$

and shorten the time to about 7200 s. Simple addition requires good exchange between boundaries and grains. Here the diffusion length is merely comparable with the grain size, so this is a rough guide. Finer grains would increase the effect.

**Q.** What about the liquid itself?

**A.** With a rough liquid diffusivity of 3000 µm²/s, mixing takes about $(W/2)^2/D_{\rm liq}=0.037$ s, so a uniform liquid is a good assumption over hours. Loss by squeezing out is more serious: if 10 % of the liquid leaves at the start, the time falls by the factor $0.9^2$, to about 7000 s. Solute absorbed during heating and dissolution is neglected and not sized here.

**Q.** Surely a hotter furnace would settle the matter quickly?

**A.** Less than diffusion alone suggests. From $t_A\propto1/(Dc_s^2)$, heating raises $D$ but lowers $c_s$, since the solidus runs towards pure silver at its melting point, set to $T_m=1235$ K as an input. For an activation energy $Q=2.0$ eV and a straight solidus, with $c_s$ taken as proportional to $T_m-T$,

$$\frac{d\ln t_A}{dT}\approx-\frac{Q}{k_BT^2}+\frac{2}{T_m-T}\approx(-0.019+0.014)\ \mathrm{K^{-1}} .$$

The second trend offsets nearly three quarters of the first. With a straight liquidus as well, the moving-interface formula gives about 9100 s at 1083 K and 8200 s at 1103 K, for the same foil. Further heating soon ceases to help: with these straight lines the time has a minimum of about 7900 s near 1125 K and then rises, reaching about 13 000 s at 1183 K, because the solid can hold less and less copper. An error of 10 K therefore matters less in this example than the assumed variation of $D$ with composition. These temperature trends rest on the straight solidus and liquidus and on the rough value of $Q$.

## Numbers as computed

```
TESTS (length unit W/2, time unit (W/2)^2/D)
Half-space uptake at Dt=1, numerical: 1.1284
Half-space uptake at Dt=1, formula: 1.1284
Full solidification, simulation: 5.369
Full solidification, formula: 5.370
Half-gap time / full time, simulation: 0.2499
Case c_0=0.05 c_s=0.20 c_L=0.65, simulation: 10.240
Same case, formula: 10.245
Small-k slope of t/t_A, numerical: -0.7268
Small-k slope of t/t_A, formula: -0.7268
EXAMPLE: Ag / Cu foil / Ag, rough inputs
Temperature: 1093 K; silver melting point: 1235 K
Foil thickness W0: 5.0 um
Solid diffusivity D: 0.070 um^2/s
Activation energy: 2.0 eV
Copper atom fractions, solidus, liquidus: 0.11, 0.31
Lattice constants Ag, Cu: 0.409, 0.361 nm
Molar volumes Ag, Cu: 10.30, 7.08 cm^3/mol
Volume fractions c_s, c_L: 0.0783, 0.2360
k: 0.3319; k/(1-k): 0.4967; lambda: 0.2158
Liquid width W (solid-equivalent): 21.18 um
Uptake estimate t_A: 11429 s = 3.17 h
Contact-plane estimate t_B: 5102 s
Moving-interface time t: 8607 s = 2.39 h
t/t_A: 0.753; t/t_B: 1.687
First-order expansion of t/t_A: 0.759
t_A with atom fractions misused: 5795 s
Time t for a foil twice as thick: 34426 s
NEGLECTED EFFECTS
Diffusion length 2 sqrt(Dt): 49.1 um
Least base thickness per side: 29.4 um
Half-joint length 1.10 times the least value: time factor 1.41
D doubling from base to interface: time factor 0.604
Liquid diffusivity (rough): 3000 um^2/s
Liquid mixing time: 0.037 s
Boundary width, grain size: 0.5 nm, 50 um
Boundary/lattice diffusivity ratio (rough): 10000
Grain-boundary gain in D: 20 %
Time with that gain: 7172 s
Time if 10 % of the liquid is lost: 6971 s
Time at 1083 K: 9108 s
Time at 1103 K: 8243 s
```
